\section*{Repulsion hardness and the choice between threefold carbon and fourfold silicon}

\section{A good fit to one crystal does not select the crystal}

A bond model can reproduce the bond length and binding energy of silicon in the diamond structure and still predict, wrongly, that silicon atoms prefer flat sheets. For carbon the reverse error is possible: a model fitted to diamond may wrongly place it well below graphite. Neither fitted quantity fixes how steeply the repulsion falls compared with the electron hopping, and that comparison decides whether a few short bonds beat many long ones.

Let $r$ be the bond length, $r_0$ a reference length and
\begin{equation}
h=(r_0/r)^n
\end{equation}
the hopping relative to its value at $r_0$. All hopping integrals share this factor. The repulsion per bond is $Ah^\lambda$, so it falls as $r^{-n\lambda}$. The hardness $\lambda$ is the repulsion exponent divided by the hopping exponent.

Within the model below, with equal $s$ and $p$ levels, larger $\lambda$ never lowers the coordination of the most stable structure. A threefold sheet gives way to diamond at $\lambda_c=1.56$ for the hopping ratios used here. That silicon is harder than carbon is a separate claim, and it is examined separately.

\section{The band energy}

Each atom has one $s$ and three $p$ orbitals, which are orthogonal, and four valence electrons. Only nearest neighbours interact. First put the $s$ and $p$ levels at the same energy, taken as zero. With $V$ the hopping scale at $r_0$, the integrals $ss\sigma$, $sp\sigma$, $pp\sigma$, $pp\pi$ are
\begin{equation}
(-1,\;1,\;1.2,\;-0.35)\,V .
\end{equation}
For a bond with unit vector $\mathbf d$ from atom 1 to atom 2, the matrix elements are
\begin{align}
H_{s,s}&=V_{ss\sigma}, \qquad H_{s,a}=V_{sp\sigma}d_a,\qquad H_{a,s}=-V_{sp\sigma}d_a,\\
H_{a,b}&=V_{pp\sigma}d_ad_b+V_{pp\pi}(\delta_{ab}-d_ad_b),
\end{align}
where $a,b$ label $p$ orbitals and the first index belongs to atom 1. In a crystal these blocks are summed with phases $e^{i\mathbf k\cdot\mathbf d\,r}$. Four electrons per atom fill the lower half of the states. Since every matrix element scales with $h$, so does the summed band energy. Call it $-bVh$ per atom; the number $b$ depends on the structure.

The dimer shows the counting. Its even $\sigma$ states combine $(s_1+s_2)/\sqrt2$ and $(p_1-p_2)/\sqrt2$. In units of $V$ their diagonal energies are $-1$ and $-1.2$, and their coupling is $-1$, so the levels are
\begin{equation}
-1.1\pm\sqrt{0.1^2+1^2}=-0.095,\;-2.105 .
\end{equation}
The odd $\sigma$ levels have opposite signs. Two bonding $\pi$ levels lie at $-0.35$. Eight electrons fill the four lowest levels, whose sum is $-2.900$. Two electrons per level, shared by two atoms, give $b=2.900$.

The same filling for the extended structures gives:
\begin{center}
\begin{tabular}{lcc}
structure & neighbours $z$ & $b$\\
dimer & 1 & 2.900\\
chain & 2 & 5.094\\
flat sheet & 3 & 6.836\\
diamond & 4 & 8.225\\
simple cubic & 6 & 9.182\\
fcc & 12 & 11.212
\end{tabular}
\end{center}
Among these six structures, more neighbours give more band energy, but less per bond. The first part is a trend, not a rule: bcc, with $z=8$, has $b\simeq8.99$, below simple cubic.

\section{Why hardness favours coordination}

Each atom owns half of its $z$ bonds. Its energy is therefore
\begin{equation}
E(h)=\frac z2Ah^\lambda-bVh .
\label{eq:energy}
\end{equation}
Setting the derivative to zero gives
\begin{equation}
\frac z2A\lambda h^{\lambda-1}=bV
\quad\Longrightarrow\quad
h^{\lambda-1}=\frac{2bV}{\lambda zA}.
\label{eq:h}
\end{equation}
The second derivative, $(z/2)A\lambda(\lambda-1)h^{\lambda-2}$, is positive for $\lambda>1$, which is required throughout. Multiplying the stationarity condition by $h/\lambda$ gives the repulsive energy $R=bVh/\lambda$. Hence
\begin{equation}
E=R-bVh=-\left(1-\frac1\lambda\right)bVh=-(\lambda-1)R .
\label{eq:min}
\end{equation}
Inserting $h$ from Eq.~(\ref{eq:h}) and collecting powers of $b$ and $z$,
\begin{equation}
E=-\left(1-\frac1\lambda\right)V
\left(\frac{2V}{\lambda A}\right)^{1/(\lambda-1)}
\left(\frac{b^\lambda}{z}\right)^{1/(\lambda-1)} .
\end{equation}
The factors before the last are common to all structures. The stablest structure thus has the largest $b^\lambda/z$, or equivalently the largest
\begin{equation}
F=\ln b-\frac{\ln z}{\lambda}.
\label{eq:score}
\end{equation}
Neither $A$ nor $V$ affects the ranking.

Suppose structure $S$ wins at $\lambda_1$ and $S'$ wins at a larger $\lambda_2$. Then
\begin{align}
\ln b-\frac{\ln z}{\lambda_1}&\ge\ln b'-\frac{\ln z'}{\lambda_1},\\
\ln b'-\frac{\ln z'}{\lambda_2}&\ge\ln b-\frac{\ln z}{\lambda_2}.
\end{align}
Adding the two lines cancels the logarithms of $b$ and leaves
\begin{equation}
\left(\frac1{\lambda_1}-\frac1{\lambda_2}\right)(\ln z'-\ln z)\ge0 .
\end{equation}
The first factor is positive, so $z'\ge z$. This holds for any fixed hopping ratios, provided the levels are equal and both energies obey the power laws.

Equating $F$ for sheet and diamond gives
\begin{equation}
\lambda_c=\frac{\ln(4/3)}{\ln(b_4/b_3)}
=\frac{0.2877}{\ln(8.225/6.836)}\simeq1.56 .
\end{equation}
Minimizing the energy numerically over bond length, with $A=0.7V$ and again with $A=3V$, gives the same crossing to within $10^{-5}$.

The complete sequence for the six structures is dimer, chain, sheet, diamond, fcc, with changes at $\lambda=1.231$, $1.378$, $1.556$ and $3.546$. Simple cubic never wins: it would overtake diamond at $\ln(6/4)/\ln(9.182/8.225)\simeq3.68$, after fcc has already done so. The limits explain the two ends of this sequence. As $\lambda\to1^+$, the largest $b/z$ wins, which is the dimer. As $\lambda\to\infty$, the term in $z$ drops out of Eq.~(\ref{eq:score}) and the largest $b$ wins, here fcc.

\section{Where the energy goes}

To compare hardnesses fairly, hold the diamond bond length at $r_0$, so that $h_4=1$. Equation~(\ref{eq:h}) then requires $A=b_4V/(2\lambda)$. Dividing the sheet condition by the diamond condition gives
\begin{equation}
h_3=\left(\frac43\,\frac{b_3}{b_4}\right)^{1/(\lambda-1)}
=(1.108)^{1/(\lambda-1)} .
\label{eq:contract}
\end{equation}
The sheet has shorter bonds, and the shortening disappears as the repulsion hardens.

Before it contracts, the sheet differs from diamond in two ways. It loses band energy $(b_4-b_3)V$, and it saves the repulsion of half a bond per atom, $A/2=b_4V/(4\lambda)$:
\begin{equation}
E_3(h=1)-E_4=(b_4-b_3)V-\frac{b_4V}{4\lambda}.
\end{equation}
Take $V=5$ eV, a carbon-like scale. The band loss is $1.389\times5=6.95$ eV. At $\lambda=1.45$ the saved repulsion is $41.13/5.80=7.09$ eV, so the unrelaxed sheet is already lower by about 0.15 eV. Contraction lowers it by a further 0.42 eV, to the full difference $E_3-E_4=-0.57$ eV. At $\lambda=2$ the saving is 5.14 eV and contraction contributes 0.18 eV, leaving $E_3-E_4=+1.62$ eV. With the diamond length fixed, hard repulsion thus penalizes the sheet twice: dropping a bond saves less, and shortening the others gains less. The first effect is the larger one here.

The trend can also be followed when the band energy is not linear in $h$. Let the band gain be $W(h)$. Holding diamond at $h=1$ fixes $A\lambda$, so $dA/d\lambda=-A/\lambda$. At a minimum the change of $h$ does not contribute to first order, and
\begin{equation}
\frac{dE}{d\lambda}
=\frac z2\left(Ah^\lambda\ln h-\frac A\lambda h^\lambda\right)
=R\left(\ln h-\frac1\lambda\right).
\end{equation}
Subtracting the diamond result, for which $\ln h_4=0$,
\begin{equation}
\frac{d(E_3-E_4)}{d\lambda}
=R_3\ln h_3+\frac{R_4-R_3}{\lambda}.
\end{equation}
With equal levels, Eq.~(\ref{eq:min}) makes $R_3=R_4$ at the crossing. There $b_3h_3=b_4$, and the slope is
\begin{equation}
\frac{b_4V}{\lambda_c}\ln\frac{b_4}{b_3}
=\frac{41.13}{1.556}\times0.185\simeq4.9\ \mathrm{eV}
\end{equation}
per unit of $\lambda$. An error of 0.1 in $\lambda$ near the crossing therefore moves the energy difference by about 0.5 eV per atom.

\section{Pi bonding and unequal levels}

The sheet needs its $\pi$ bonds. With the other ratios fixed, setting $pp\pi$ to $0$, $-0.25V$, $-0.35V$ and $-0.45V$ gives $\lambda_c=1.11$, $1.42$, $1.56$ and $1.70$. Weaker $\pi$ bonding favours diamond even if $\lambda$ is unchanged. Hardness is one cause of the structural change, not a complete description of an element.

Real $s$ levels lie below $p$ levels by a splitting $\Delta$. For sheet and diamond its first-order effect cancels. Both have two sublattices, with hopping only between them. At equal levels, each state $(u,v)$ of energy $-\varepsilon$ has a partner $(u,-v)$ of energy $+\varepsilon$. The two have equal weight on every orbital. The filled half therefore supplies half the total weight, and two spins give one electron per orbital. A free $s^2p^2$ atom has two $s$ electrons, so both structures pay the same promotion energy $\Delta$ to first order. Only the higher-order terms affect their comparison.

Those terms were included by diagonalizing with $\Delta=7$ eV, a rough value for both elements. At the carbon-like scale they move the crossing from 1.56 to 1.53. At $\lambda=1.45$ the sheet remains lower, by 0.44 instead of 0.57 eV. Changing $\lambda$ to 2 then makes diamond lower by 1.72 eV. In this test $V$, $\Delta$, the hopping ratios and the diamond bond length are held fixed; $A$ is readjusted to keep that bond length.

\section{Carbon-like and silicon-like examples}

The two hardnesses below are chosen to lie on either side of $\lambda_c$; they are not measured constants. Both examples use $n=2$.

For the carbon-like case, $V=5$ eV, $r_4=0.154$ nm and $\lambda=1.45$. Equation~(\ref{eq:contract}) gives $h_3=1.108^{1/0.45}\simeq1.256$. Thus
\begin{align}
r_3&=0.154\,(1.256)^{-1/2}=0.137\ \mathrm{nm},\\
E_4&=-(1-1/1.45)(8.225)(5)=-12.76\ \mathrm{eV},\\
E_3&=-(1-1/1.45)(6.836)(5)(1.256)=-13.33\ \mathrm{eV}.
\end{align}
These energies are per atom, relative to atoms with equal levels.

For the silicon-like case, $V=2$ eV, $r_4=0.235$ nm and $\lambda=2$. Now $h_3=1.108$, and
\begin{align}
r_3&=0.235\,(1.108)^{-1/2}=0.223\ \mathrm{nm},\\
E_4&=-\tfrac12(8.225)(2)=-8.23\ \mathrm{eV},\\
E_3&=-\tfrac12(6.836)(2)(1.108)=-7.58\ \mathrm{eV}.
\end{align}
Diamond is lower by 0.65 eV, or by 0.86 eV when the splitting is included. The silicon-like sheet can recover part of this by buckling. On a grid of 6 degrees, its best bond tilt out of the plane is 18 degrees and the gain is 0.22 eV. Diamond remains lower by 0.64 eV. The carbon-like sheet stays flat on the same grid.

\section{Is silicon really harder?}

Bond contraction offers evidence. For one local bond write $E=Ah^\lambda-Bh$, where $B$ measures bond strength. Its minimum obeys $h^{\lambda-1}=B/(\lambda A)$. Dividing the double-bond result by the single-bond result, and using $h\propto r^{-n}$, gives
\begin{equation}
\ln\frac{r_{\rm single}}{r_{\rm double}}
=\frac{\ln(B_{\rm double}/B_{\rm single})}{n(\lambda-1)} .
\end{equation}
If the strength ratio and $n$ are common to both elements, greater contraction means softer repulsion.

Hartree--Fock calculations in the 6-31G* basis give C--C lengths of 0.1537 nm in ethane and 0.1320 nm in ethene. The Si--Si lengths are 0.2355 nm in disilane and 0.2129 nm in planar disilene. Only the central bond was relaxed; hydrogen distances and angles were fixed. The logarithms are 0.152 for carbon and 0.101 for silicon, so $\lambda-1$ is larger in silicon by a factor of 1.51. The factor depends somewhat on the calculation. With relaxed hydrogen angles and slightly shorter hydrogen distances it is 1.46 in the same basis. In the larger def2-TZVP basis the Si--Si lengths become 0.2368 and 0.2125 nm, and the factor falls to 1.42; adding electron correlation by second-order perturbation theory (MP2) in that basis gives about 1.5. The planar form of disilene is imposed, and bending is very soft: at the MP2 level a rigid trans bend of the SiH$_2$ groups by 25 degrees costs only about 0.02 eV, lengthens the Si--Si bond from 0.214 to 0.216 nm and raises the factor to about 1.7. If the strength ratio and $n$ are indeed common, silicon comes out harder in all these cases.

Such a factor separates the elements over nearly all of the range in which the model favours the sheet. With equal levels, the sheet wins for $1.378<\lambda<1.556$. If carbon lies anywhere in that interval, a factor of 1.51 puts silicon between $1+1.51\times0.378=1.57$ and $1+1.51\times0.556=1.84$, where diamond wins. With a factor of 1.42 the lower end drops to 1.54, just on the sheet side, so carbon would have to lie above about 1.39. The inference also rests on common hopping ratios. A weaker silicon $\pi$ bond would also reduce the contraction, though it would favour diamond as well. Unequal level splittings matter too. In the crystal model, raising $\Delta$ from $1.4V$ (carbon-like) to $3.5V$ (silicon-like) at fixed $\lambda$ changes the contraction $\ln(r_4/r_3)$ from diamond to sheet: it falls by 18\% at $\lambda=2$ but rises by 15\% at $\lambda=1.6$. The factor is therefore an indication of relative hardness, not a measurement of it.

The absolute position of carbon is less secure. Hybrids pointing along the bond give strengths
\begin{align}
B_{\rm single}&\propto\tfrac14\left(1+2\sqrt3+3\times1.2\right)=2.016,\\
B_{\rm double}&\propto\tfrac13\left(1+2\sqrt2+2\times1.2\right)+0.35=2.426 .
\end{align}
The first line uses $sp^3$ hybrids; the second uses $sp^2$ hybrids and adds the $\pi$ bond. With $n=2$, carbon has $\lambda\simeq1+0.185/(2\times0.152)=1.61$, and silicon has 1.92; the larger basis gives 1.60 and 1.86. The carbon estimate falls slightly on the diamond side of $\lambda_c$. Under the assumptions above, the contraction data support the order of the elements, but this local estimate does not by itself predict graphite.

\section{Comparison with real solids and use in fitting}

The diamond bond lengths are typical of the real crystals. The model's carbon sheet bond, 0.137 nm, is a few per cent shorter than the bond in real graphite. Its energy preference is much too large: real graphite and diamond differ by only a few hundredths of an eV per atom. With the slope found above, 0.03 eV corresponds to a distance of about 0.006 from $\lambda_c$. Real carbon is therefore a near tie in the model's terms, and $\lambda=1.45$ exaggerates its preference.

At that resolution, omitted effects matter. Binding between graphite layers is itself a few hundredths of an eV per atom, and the thermal energy at 300 K is 0.026 eV. Vibrations, more distant neighbours, charge self-consistency and electron correlation are also absent. For silicon, the 8.23 eV is measured from atoms with equal levels, so it is not a cohesive energy. A comparison with the measured cohesion would have to include the promotion energy, and since $\Delta=3.5V$ here, its first-order value $\Delta$ would not be enough. The silicon-like parameters are used only to illustrate structural competition.

For fitting, the diamond bond length and energy are insufficient: with equal levels, $A$ and $V$ can be adjusted to match both at any $\lambda>1$. The stiffness adds information. Differentiating Eq.~(\ref{eq:energy}) twice with respect to $\ln r$ at the minimum gives
\begin{equation}
\frac{d^2E}{d(\ln r)^2}=n^2(\lambda^2R-bVh)
=n^2(\lambda-1)bVh=n^2\lambda|E| ,
\end{equation}
where $R=bVh/\lambda$ was used. With equal levels, stiffness therefore determines $\lambda$ if $n$ is known from the bands. With split levels this formula fails, because the band gain $W(h)$ is no longer linear in $h$. For diamond at $h=1$ the stiffness is then $n^2[(\lambda-1)W'-W'']$, where primes denote derivatives with respect to $h$. The correction is large: in the silicon-like example, adding $\Delta$ to the binding energy and using the equal-level formula would return $\lambda\simeq1.0$ instead of 2.

A sound fit should include bond lengths and energies for at least two coordinations. Candidates can first be ranked with Eq.~(\ref{eq:score}), then recomputed with the level splitting and with buckling allowed. If two structures lie within a few tenths of an eV, the ranking should be settled by a fuller calculation, because modest changes in $\lambda$ or $\pi$ hopping can reverse it.

\section*{Computed results}
\begin{verbatim}
hopping ratios ss, sp, pp-sigma, pp-pi: -1.0 1.0 1.2 -0.35
hopping exponent n: 2
dimer: z = 1, b = 2.900 V
chain: z = 2, b = 5.094 V
sheet: z = 3, b = 6.836 V
diamond: z = 4, b = 8.225 V
simple cubic: z = 6, b = 9.182 V
fcc: z = 12, b = 11.212 V
largest relative change of b with mesh: 4.6e-04
sheet-diamond crossing lam_c: 1.556
winner as lam tends to 1: dimer
dimer -> chain at lam = 1.231
chain -> sheet at lam = 1.378
sheet -> diamond at lam = 1.556
diamond -> fcc at lam = 3.546
lam_c with pp-pi = 0.00 V: 1.110
lam_c with pp-pi = -0.25 V: 1.416
lam_c with pp-pi = -0.35 V: 1.556
lam_c with pp-pi = -0.45 V: 1.702
s electrons per atom, zero splitting (sheet, diamond): 1.0000, 1.0000
C-like: V = 5.0 eV, r4 = 0.154 nm, split = 7.0 eV, lam = 1.45
  equal levels: E3 = -13.329 eV, E4 = -12.762 eV
  equal levels: E3-E4 = -0.567 eV, r3 = 0.1374 nm
  with splitting: E3-E4 = -0.443 eV, r3 = 0.1367 nm
  best sheet tilt (6 deg grid) = 0 deg, gain = 0.000 eV
Si-like: V = 2.0 eV, r4 = 0.235 nm, split = 7.0 eV, lam = 2.0
  equal levels: E3 = -7.576 eV, E4 = -8.225 eV
  equal levels: E3-E4 = 0.649 eV, r3 = 0.2232 nm
  with splitting: E3-E4 = 0.864 eV, r3 = 0.2253 nm
  best sheet tilt (6 deg grid) = 18 deg, gain = 0.222 eV
C-like, only lam changed to 2.0, equal levels: E3-E4 = 1.622 eV
C-like, only lam changed, with splitting: E3-E4 = 1.721 eV
C-like lam_c with splitting (nan: none in 1.3-2): 1.531
C-C single, double (HF): 0.1537, 0.1320 nm
  ln(single/double) = 0.1524, rough lam = 1.61
Si-Si single, double (HF): 0.2355, 0.2129 nm
  ln(single/double) = 0.1012, rough lam = 1.92
ratio of (lam-1), Si over C, for common n: 1.51
local bond strengths, single and double: 2.016, 2.426 V
thermal energy at 300 K: 0.0259 eV
\end{verbatim}
